# Numerov–Bloch matching for the Chulkov surface potential of Cu(111) and Cu(100)

A calculation of surface-state lifetimes or photoemission from copper must decide, level by level, whether an electron at $k_\parallel=0$ occupies a discrete state bound in the bulk gap or a continuum that leaks into the crystal. In the Chulkov one-dimensional potential the first image state of Cu(111) turns out to lie 0.044 eV below the upper gap edge, less than the 0.10 eV by which the two-wave estimate overshoots that edge, and on Cu(100) the Shockley state is missing from the gap. The integration scheme must therefore place the edges accurately, work arbitrarily close to them, and count states without a scan.

### The potential

Formulas are in Hartree atomic units; energies are quoted in eV from the vacuum level and lengths in bohr. The mass is the free-electron mass, $z=0$ is the outermost atomic plane and the crystal fills $z<0$. The equation is $\psi''=Q\psi$, $Q=2(V-E)$, with

$$V=\begin{cases}A_{10}+A_1\cos(2\pi z/a), & z<0\\ -A_{20}+A_2\cos\beta z, & 0<z<z_1=5\pi/4\beta\\ A_3e^{-\alpha(z-z_1)}, & z_1<z<z_{im}\\ (e^{-\lambda x}-1)/4x, & x=z-z_{im}>0.\end{cases}$$

The five numbers $a,A_{10},A_1,A_2,\beta$ are the model's established sets, adopted here as input: 3.94 bohr, $-11.895$, 5.14, 4.3279 eV, 2.9416 bohr$^{-1}$ for Cu(111), and 3.415 bohr, $-11.48$, 6.10, 3.782 eV, 2.539 bohr$^{-1}$ for Cu(100). Continuity of $V$ and $V'$ fixes the rest. At $z=0$ both slopes vanish and the values give $A_{20}=A_2-A_{10}-A_1$. At $z_1$, $\cos\beta z_1=\sin\beta z_1=-1/\sqrt2$, so the values give $A_3=-A_{20}-A_2/\sqrt2$ and the slopes give $A_2\beta/\sqrt2=-\alpha A_3$. Near $x=0$ the last piece is $-\lambda/4+\lambda^2x/8$. The exponential has slope $-\alpha V$, so $\alpha\lambda/4=\lambda^2/8$ and $\lambda=2\alpha$; the value condition $A_3e^{-\alpha(z_{im}-z_1)}=-\alpha/2$ gives $z_{im}=z_1-\alpha^{-1}\ln(-\alpha/2A_3)$.

For Cu(111), $A_{20}=4.3279+11.895-5.14=11.0829$ eV, $A_3=-11.0829-3.0603=-14.1432$ eV $=-0.51975$ hartree, $\alpha=4.3279\times2.9416/(\sqrt2\times14.1432)=0.6365$ bohr$^{-1}$, and $z_{im}=1.3350-\ln(0.6123)/0.6365=1.3350+0.7706=2.1056$ bohr. Cu(100) has $\alpha=0.5737$ bohr$^{-1}$, $z_1=1.5467$ and $z_{im}=2.2725$ bohr. Nothing makes $V''$ continuous; on Cu(111) it jumps by $-24.4$, $-32.2$ and $-1.2$ eV/bohr$^2$ at the three joints.

The naive scheme lays one uniform grid, starts some layers deep with arbitrary values, integrates outward, and scans the energy for solutions that stay small far outside. Each of these choices has a defect.

### One grid across the joints

Write $f=Q\psi=\psi''$. Two integrations by parts give the identity $\psi_+-2\psi_0+\psi_-=\int_{-h}^{h}(h-|t|)f\,dt$ for three points spaced by $h$. For smooth $f$ the right side is $h^2f_0+h^4f''_0/12+h^6f^{(4)}_0/360$. Numerov's rule replaces it by $h^2(f_++10f_0+f_-)/12=h^2f_0+h^4f_0''/12+h^6f_0^{(4)}/144$ and collects terms:

$$P_+\psi_++P_-\psi_-=B_0\psi_0,\qquad P=1-\tfrac{h^2Q}{12},\quad B=2+\tfrac{10h^2Q}{12}.$$

A residual of order $h^6$ in a second difference is a slope error $h^5$ per step, and $1/h$ steps accumulate it to $h^4$.

At a joint $\psi,\psi',\psi''$ and $Q,Q'$ are continuous, so $f''$ jumps by $J=2[V'']\psi$. Let the joint sit at $\sigma h$ beyond a grid point, $0\le\sigma\le1$; the leading non-smooth part of $f$ is $\frac J2(t-\sigma h)_+^2$, where $(\cdot)_+$ is zero for negative argument. For the stencil centred on that point the integral is $\frac J2\int_{\sigma h}^h(h-t)(t-\sigma h)^2dt=Jh^4(1-\sigma)^4/24$, while the rule gives $Jh^4(1-\sigma)^2/24$. For the next stencil, write the function as a full quadratic, which the rule treats without error, minus $\frac J2(\sigma h-t)_+^2$; by reflection, rule minus integral is $-Jh^4(\sigma^2-\sigma^4)/24$. With $(1-\sigma)^2-\sigma^2=1-2\sigma$ and $(1-\sigma)^4-\sigma^4=(1-2\sigma)(1-2\sigma+2\sigma^2)$, the sum divided by $h$ is

$$\delta\psi'=\frac{Jh^3}{24}(1-2\sigma)(2\sigma-2\sigma^2)=\frac{Jh^3}{12}\,\sigma(1-\sigma)(1-2\sigma).$$

An explicit run with $J=1$, $h=0.1$, $\sigma=0.3$ gives $7.000\times10^{-6}$, equal to $10^{-3}\times0.3\times0.7\times0.4/12$. The effect is small: at $z_1$ on Cu(111), $|J/\psi|=2\times32.2/27.21=2.37$ bohr$^{-4}$, the $\sigma$ factor is at most 0.096, and $h=0.025$ bounds $|\delta\psi'/\psi|$ by $3\times10^{-7}$ bohr$^{-1}$ at the joint. The Wronskian keeps $\psi^2\,\delta(\psi'/\psi)$ constant, so at $z=0$ the error is larger by $\psi(z_1)^2/\psi(0)^2$, about 9 for the Shockley state. The damage is to the convergence check: the term is third order, and halving $h$ generally changes $\sigma$, which alters the factor $\sigma(1-\sigma)(1-2\sigma)$ and can reverse its sign.

The cure is one grid per piece, with $(\psi,\psi')$ handed over at the joints, which needs a fourth-order slope. Taylor expansion gives $\psi_+-\psi_-=2h\psi'+h^3\psi'''/3+h^5\psi^{(5)}/60$ and $f_+-f_-=2h\psi'''+h^3\psi^{(5)}/3$. Subtracting $h^2/6$ times the second removes $\psi'''$ and leaves $2h\psi'+h^5\psi^{(5)}(1/60-1/18)$, so

$$\frac{R_+\psi_+-R_-\psi_-}{2h}=\psi'-\frac{7h^4}{360}\psi^{(5)}+\dots,\qquad R=1-\tfrac{h^2Q}{6}.$$

On the Airy function at $z=1.3$, $h=0.05$, the found and predicted errors are both $-3.436\times10^{-8}$. The outer point lies one step beyond the joint, where the piece's own analytic formula is continued, so no stencil sees a jump. To start a segment, multiply the Numerov relation by $R_-$, the slope relation by $2hP_-$, and add to eliminate $\psi_-$:

$$\psi_+=\frac{B_0R_-\psi_0+2hP_-\psi_0'}{P_+R_-+R_+P_-}.$$

All three relations hold for negative $h$.

### Starting deep in the bulk

In a gap the two Bloch solutions satisfy $\psi(z+a)=\mu^{\pm1}\psi(z)$ with $|\mu|>1$. An arbitrary start $N$ layers deep leaves the unwanted one with relative amplitude of order $|\mu|^{-2N}$ at the surface. The Cu(111) image state has $|\mu|=1.0832$, so 40 layers leave $e^{-80\times0.0799}\approx2\times10^{-3}$, and at an edge, where $|\mu|\to1$, the exponential damping is lost: the cell matrix below then has $-1$ on its diagonal and one vanishing off-diagonal element, the second solution grows linearly, and the error falls only as $1/N$. Half a cell contains the same information without this error.

Let $c,c',s,s'$ be the values at $a/2$ of the bulk solutions that start at $z=0$ as $(1,0)$ and $(0,1)$. The transfer matrix $T=\begin{pmatrix}c&s\\c'&s'\end{pmatrix}$ has determinant $cs'-c's=1$, the conserved Wronskian. The bulk potential is even about $a/2$, so the second half-cell is the first run backward with the slope reversed: $\tilde T=ZT^{-1}Z$ with $Z=\mathrm{diag}(1,-1)$, that is $\tilde T=\begin{pmatrix}s'&s\\c'&c\end{pmatrix}$. The full cell is

$$\tilde TT=\begin{pmatrix}\Delta&2ss'\\2cc'&\Delta\end{pmatrix},\qquad\Delta=cs'+c's.$$

Adding and subtracting the Wronskian gives $\Delta+1=2cs'$ and $\Delta-1=2c's$. Unit determinant gives $\mu^2-2\Delta\mu+1=0$; in a band $\mu=e^{\pm ika}$ and $\Delta=\cos ka$. The first gap, $\Delta<-1$, is bounded by the zeros of $s'$ and of $c$, two simple roots.

To see which is which, set $g=\pi/a$, $\xi=gz$, $\epsilon=2(E-A_{10})/g^2$, $q=A_1/g^2$, which yields Mathieu's equation $\psi_{\xi\xi}+(\epsilon-2q\cos2\xi)\psi=0$. The edge $c=0$ is even, $\psi=\cos\xi+\gamma\cos3\xi+\dots$. Using $2\cos2\xi\cos\xi=\cos\xi+\cos3\xi$ and $2\cos2\xi\cos3\xi=\cos\xi+\cos5\xi$, the coefficients give $\epsilon-1-q-q\gamma=0$ and $(\epsilon-9)\gamma=q$, the $\cos5\xi$ wave entering $\epsilon$ at order $q^4$. With $\epsilon-9\approx-8+q$, $q\gamma\approx-\frac{q^2}{8}(1+\frac q8)$. For the odd edge $s'=0$, $2\cos2\xi\sin\xi=-\sin\xi+\sin3\xi$ reverses the first-order term, $\epsilon-9\approx-8-q$, and

$$E_{t,b}=A_{10}+\frac{g^2}{2}\Big(1\pm q-\frac{q^2}{8}\mp\frac{q^3}{64}+\dots\Big).$$

For $A_1>0$ the even state, whose density peaks on the potential maximum at $z=0$, is the upper edge $E_t$. On Cu(111), $g^2/2=8.6502$ eV and $q=0.2971$. The two-wave edges $-5.8148$ and $-0.6748$ eV both drop by 0.0954 eV, and the cubic term $\pm0.0035$ eV brings them to $-5.9067$ and $-0.7737$ eV. Numerov gives $-5.9067$ and $-0.7738$ eV. On Cu(100) the two-wave values $-3.0157$ and $3.0843$ eV become $-3.1134$ and $2.9800$ eV.

The solution that decays toward $-\infty$ has $|\mu|>1$; since $\Delta<-1$ this is $\mu=\Delta-\sqrt{\Delta^2-1}$. The first row of the eigenvector equation for $(1,L_B)$, $L_B=\psi'(0)/\psi(0)$, reads $\Delta+2ss'L_B=\mu$, and $\Delta^2-1=4cs'c's$, so

$$L_B=-\frac{\sqrt{\Delta^2-1}}{2ss'},\qquad L_B^2=\frac{cc'}{ss'}.$$

For free electrons $c'$ vanishes at $\epsilon=0,4$, $s$ at $\epsilon=4$, and $c,s'$ at $\epsilon=1,9$; for the small $q$ here the zeros stay near these values. In the gap therefore $c>0$ (its first zero is $E_t$), $s'<0$ (its first zero $E_b$ has been passed), $s>0$ and $c'<0$. Hence $L_B>0$, running from $+\infty$ at $E_b$ to 0 at $E_t$. Reversing $A_1$ exchanges $T$ and $\tilde T$, that is $c\leftrightarrow s'$: the edges stay, $L_B$ becomes $-\sqrt{s'c'/sc}$, and the magnitudes agree where $|c|=|s'|$. At the Cu(111) midgap they differ slightly, $0.81620$ against $-0.81611$ bohr$^{-1}$.

### Integrating outward into the image tail

Beyond the turning point an outward run amplifies the growing solution by about $e^{2\kappa x}$ relative to the wanted one, $\kappa=\sqrt{-2E}$; for the Shockley state $\kappa=\sqrt{2\times0.1956}=0.625$ bohr$^{-1}$ and 60 bohr give $2\kappa x=75$, which the attractive tail lowers to an exponent of about 70. A hard wall must instead stand far beyond the turning point $1/4|E|$, already $1/(4\times0.006499)=38$ bohr for $n=2$ on Cu(100). An inward run damps the unwanted solution, and it can start from the Coulomb solution.

At $x_c=60$ bohr, $e^{-\lambda x}\le e^{-68}$, so $\psi''=(\kappa^2-1/2x)\psi$. With $y=2\kappa x$ and $\nu=1/4\kappa$ this is $\psi_{yy}=(\frac14-\frac\nu y)\psi$. Inserting $\psi=ye^{-y/2}U$, for which $\psi_{yy}=e^{-y/2}[yU''+(2-y)U'+(\frac y4-1)U]$, gives Kummer's equation $yU''+(2-y)U'-pU=0$ with $p=1-\nu$. For $p>0$ define $I_p=\int_0^\infty w\,dt$, $w=e^{-yt}\tau^{p-1}$, $\tau=t/(1+t)$; then $I_{p+1}=\int w\tau$, $I_{p+2}=\int w\tau^2$, $I_p'=-\int wt$, $I_p''=\int wt^2$. Three total derivatives vanish on integration:

$$\tfrac{d}{dt}[wt(1+t)]=-w[yt^2-(2-y)t-p],$$
$$\tfrac{d}{dt}[wt]=w[-yt+p+(1-p)\tau],$$
$$\tfrac{d}{dt}[e^{-yt}\tau^p]=w[-y\tau+p(1-\tau)^2].$$

The first shows that $I_p$ solves Kummer's equation, and $I_p\to\Gamma(p)y^{-p}$ at large $y$ makes $\psi\sim y^\nu e^{-y/2}$ the decaying Whittaker function. Put $U_p=I_p/\Gamma(p)$ and $r_p=U_{p+1}/U_p=I_{p+1}/pI_p$. The second identity gives $yU_p'/U_p=-p+p(p-1)r_p$. The third gives $pI_p=(y+2p)I_{p+1}-pI_{p+2}$; dividing by $I_{p+1}$ and using $I_{p+2}/I_{p+1}=(p+1)r_{p+1}$,

$$\frac1{r_p}=y+2p-p(p+1)r_{p+1},\qquad\frac{\psi'}{\psi}=2\kappa\Big[-\frac12+\frac{1-p+p(p-1)r_p}{y}\Big].$$

The relations between the $U_p$ are analytic in $p$ and extend to $p\le0$. The recurrence is run downward from $r=0$ some forty terms up; it is tested against arbitrary-precision Whittaker functions to $10^{-11}$ bohr$^{-1}$ at three energies, one of them the window top, where $y$ is smallest. For $E\le-1/4x_c=-0.1134$ eV, $Q\ge0$ beyond $x_c$. A node at $x_0>x_c$ would give $\int_{x_0}^\infty(\psi'^2+Q\psi^2)dx=[\psi\psi']_{x_0}^\infty=0$, which is impossible. Three inward segments thus deliver $L_R=\psi'(0)/\psi(0)$ and the complete number $m$ of nodes in $z>0$.

### Scanning for roots

The mismatch $L_R-L_B$ changes sign at poles as well as at zeros, and a scan can step over a root. Both faults are removed by monotonicity. Differentiating $\psi''=2(V-E)\psi$ with respect to $E$ (a dot) gives $\dot\psi''=Q\dot\psi-2\psi$, so $(\psi\dot\psi'-\psi'\dot\psi)'=-2\psi^2$. The bracket equals $\psi^2\dot L$ and vanishes where the solution has decayed, so

$$\int_{-\infty}^0\psi^2dz=-\tfrac12\psi(0)^2\dot L_B,\qquad\int_0^\infty\psi^2dz=+\tfrac12\psi(0)^2\dot L_R.$$

Define $\chi_B=\arctan L_B$ and $\chi_R=m\pi+\arctan L_R$, with $L$ in bohr$^{-1}$. The angle $\chi_B$ falls from $\pi/2$ to 0 across the gap and is evaluated as the argument of $\sqrt{-ss'}+i\sqrt{-cc'}$, finite at both edges. The angle $\chi_R$ is continuous. Nodes cannot be born in the interior, since $\psi=\psi'=0$ forces $\psi\equiv0$, so $m$ changes when $\psi(0)=0$. There $L_R$ passes from $+\infty$ to $-\infty$, the nearby zero at $z\approx-1/L_R$ moves from negative to positive $z$, and $m$ rises by one as the arctangent drops by $\pi$. So $\Theta=\chi_R-\chi_B$ increases strictly. Matching means $\Theta=n\pi$, and since both arctangents are then equal, $m=n$: each $n$ has at most one root, with $n$ nodes in $z>0$. At a root $\dot\chi=\dot L/(1+L^2)$ carries the same factor on both sides, and the weight in $z<0$ is $w_B=-\dot\chi_B/(\dot\chi_R-\dot\chi_B)$.

Let $N_n$ and $D_n$ be the energies where $\chi_R=n\pi$ and $n\pi+\pi/2$, the Neumann and Dirichlet levels of the half-line $z>0$. A root needs $\Theta(E_b)<n\pi<\Theta(E_t)$, that is $\chi_R(E_b)<n\pi+\pi/2$ and $\chi_R(E_t)>n\pi$:

$$\text{state }n\text{ exists}\iff E_b<D_n\ \text{ and }\ N_n<E_t,$$

and it lies between $N_n$ and $D_n$. This holds for $A_1>0$ and termination at the symmetry plane $z=0$; for $A_1<0$ the range of $\chi_B$ is $(-\pi/2,0)$ and the conditions change.

The scheme is now fixed. Compute the derived constants; find $E_b$ and $E_t$ from $s'=0$ and $c=0$; evaluate $\Theta$ at $E_b$ and at the lower of $E_t$ and $-1/4x_c$; solve $\Theta=n\pi$ by a bracketing method for each multiple of $\pi$ enclosed. At $h\le0.025$ bohr one evaluation costs about $62/0.025\approx2500$ vacuum steps and two half-cells.

### The two faces

On Cu(111), $\Theta/\pi$ runs from $-0.2150$ to $1.0623$ and encloses 0 and 1. In terms of the criterion, $D_0=-4.02$ eV lies above $E_b=-5.91$ eV, $N_1=-0.857$ eV lies below $E_t=-0.774$ eV, and $N_2=-0.217$ eV does not. On Cu(100), $\Theta/\pi$ starts at $+0.0739$, because $D_0=-3.65$ eV is below $E_b=-3.11$ eV: there is no $n=0$ gap state. There $E_t>0$, every $N_n$ is negative and $D_n\ge D_1=-0.45$ eV for $n\ge1$. At $E=0$ the tail accumulates the phase $\int dx/\sqrt{2x}=\sqrt{2x}$ without bound, so the series $n\ge1$ is infinite; the window, ending at $\Theta/\pi=2.5634$, holds two members.

| state | $E$ (eV) | $w_B$ | $\delta_n$ | $\ell$ (bohr) |
|---|---|---|---|---|
| (111), 0 | $-5.323$ | 0.49 | 0.400 | 6.3 |
| (111), 1 | $-0.818$ | 0.30 | 0.020 | 24.7 |
| (100), 1 | $-0.574$ | 0.0265 | 0.217 | 4.1 |
| (100), 2 | $-0.177$ | 0.005 | 0.193 | 4.1 |

In hartree the energies are $-0.1956$, $-0.0300$, $-0.0211$ and $-0.0065$. The density decay length is $\ell=a/(2\ln|\mu|)$, for instance $3.94/(2\ln1.3677)=6.29$ bohr. The quantum defect is defined by $\nu=n+\delta_n$, so $E=-\kappa^2/2=-1/32\nu^2$; for Cu(100), $0.8504/1.2175^2=0.5737$ eV. For $n=0$ it is a formal label. The defect is not constant along the Cu(100) series, 0.217 and 0.193. The contrast in position and decay length between the two $n=1$ states follows from where each lies in its gap, through $L_B$ and $\mu$. On Cu(111) the level is near $E_t$, where $L_B=0.086$ bohr$^{-1}$ is almost a Neumann condition, so it sits 0.039 eV above $N_1$, and $|\mu|$ close to 1 carries the density about six layers inward. On Cu(100) it is nearer midgap, $L_B=1.08$ bohr$^{-1}$, and lies well inside $(N_1,D_1)=(-0.82,-0.45)$ eV. The weight $w_B$ depends on the dividing plane, here $z=0$. With a rough work function of 4.9 eV the Cu(111) Shockley state is about 0.4 eV below the Fermi level.

Halving all steps from $h\le0.1$ bohr moves the Shockley level by $9.228\times10^{-6}$ and then $5.814\times10^{-7}$ eV, a ratio of 15.87 and order 3.988. The remaining error relative to $h\to0$ is then estimated as $5.8\times10^{-7}/15\approx4\times10^{-8}$ eV. The numerical check below also tests energies (to $2\times10^{-5}$ eV), node counts, $w_B$ and $\mu$ against an extrapolated finite-difference slab of 120 layers, and $N_n,D_n$ against the even and odd levels of $V(|z|)$. Such digits compare algorithms, not the model with copper.

### Where $n=0$ goes on Cu(100)

In the band below $E_b$, $|\Delta|<1$ and $\mu-\Delta=\pm i\sqrt{1-\Delta^2}$, so $L_B=\pm i\eta$ with $\eta=\sqrt{-cc'/ss'}$. The current is $|\psi|^2\,\mathrm{Im}\,L$, and the retarded Green function needs the wave leaving toward $-\infty$: $L_B=-i\eta$. From $(E+\frac12\partial_z^2-V)G=\delta$ the slope of $G$ jumps by 2, so $G(z,z)=2\phi u/W$. Here $u=\psi_R/\psi_R(0)$ is the real vacuum-side solution, $\phi$ has $\phi(0)=1$, $\phi'(0)=L_B$, and $W=\phi u'-\phi'u=L_R-L_B$. Writing $\phi=u+(L_B-L_R)v$, with $v$ real, $v(0)=0$, $v'(0)=1$, gives $G=2u^2/(L_R+i\eta)-2uv$, whose second term is real. Taking $-\frac1\pi\mathrm{Im}$, using $\int_0^\infty u^2dz=\dot L_R/2$, and then $L_R=\tan\chi_R$, $\dot L_R=\dot\chi_R/\cos^2\chi_R$, the density of states in $z>0$ per spin is

$$\rho(E)=\frac{\eta\,\dot L_R}{\pi(L_R^2+\eta^2)}=\frac{\eta\,\dot\chi_R}{\pi(\sin^2\chi_R+\eta^2\cos^2\chi_R)}.$$

If $\eta\gg1$ and $\dot\chi_R$ were constant, $\cos\chi_R\approx-\dot\chi_R(E-D_0)$ would make this a Lorentzian of unit area at $D_0$ with half-width $1/\eta\dot\chi_R$. But $\eta$ diverges at $E_b$, where $s'=0$, and since $\cos\chi_R\ne0$ there, $\rho$ vanishes at the edge. The computed maximum is 0.44 eV$^{-1}$ at $-3.40$ eV, 0.29 eV below $E_b$ and 0.25 eV above $D_0$; 1 eV lower $\rho$ is still 0.22 eV$^{-1}$. That the rise of $\eta$ toward the edge pulls the maximum above $D_0$ is a conjecture, not separately tested. With a Gaussian window of standard deviation 0.2 eV, the integral of $\rho$ is 0.18553 against 0.18554 from 20 slab levels. The feature is broad and asymmetric, so an energy assigned to it should come with its definition.

### Limits

The potential depends on $z$ alone, so every level and edge shifts by the same $k_\parallel^2/2$; effective masses and a crossing of a surface band with an edge are outside the model. The tail is the static image force and $V$ is real, so gap states have no width. Above $-1/4x_c$ the proof that no node lies beyond $x_c$ no longer applies; the condition is sufficient, not necessary, and a larger $x_c$ restores the guarantee. The bound character of the Cu(111) image state rests on $E_t-N_1=0.083$ eV: a parameter set that closes this interval moves the state into the band above the gap.

## Table of computed values

```
hartree = 27.2114 eV; image Rydberg 1/32 hartree = 0.8504 eV
x_c = 60 bohr, window top = -0.1134 eV, step <= 0.025 bohr, slab 120 layers
Airy slope error (z=1.3, h=0.05): found -3.436e-08, predicted -3.436e-08
kink slope error (J=1, h=0.1, sigma=0.3): found 7.000e-06, predicted 7.000e-06
== Cu(111): a=3.94 bohr, beta=2.9416 /bohr
A10=-11.895 eV, A1=5.14 eV, A2=4.3279 eV
A20=11.0829 eV, A3=-14.1432 eV, alpha=0.6365 /bohr
lambda=1.2730 /bohr, z1=1.3350 bohr, zim=2.1056 bohr
jumps of V'' at 0, z1, zim: -24.3777, -32.2105, -1.1695 eV/bohr^2
g^2/2=8.6502 eV, q=0.2971, second-order shift=-0.0954 eV
two-wave edges: -5.8148, -0.6748 eV
Numerov edges: Eb=-5.90671 eV, Et=-0.77379 eV, width=5.13292 eV
Mathieu edges: -5.90671, -0.77379 eV
midgap -3.3403 eV: L_B=0.81620 /bohr; with A1 reversed -0.81611 /bohr
N_0.. = -9.2768, -0.8569, -0.2171 eV
D_0.. = -4.0207, -0.4599, -0.1536 eV
(chi_R-chi_B)/pi = -0.2150 at Eb, 1.0623 at -0.7738 eV
n=0: E=-5.32260 eV (-0.195602 hartree); slab -5.32260 eV
  L=2.0081 /bohr, w=0.4927, defect=0.3997
  mu=-1.3677, density decay length=6.291 bohr, E-Eb=0.5841 eV, Et-E=4.5488 eV
n=1: E=-0.81756 eV (-0.030045 hartree); slab -0.81756 eV
  L=0.0858 /bohr, w=0.2957, defect=0.0199
  mu=-1.0832, density decay length=24.659 bohr, E-Eb=5.0891 eV, Et-E=0.0438 eV
== Cu(100): a=3.415 bohr, beta=2.539 /bohr
A10=-11.48 eV, A1=6.1 eV, A2=3.782 eV
A20=9.1620 eV, A3=-11.8363 eV, alpha=0.5737 /bohr
lambda=1.1473 /bohr, z1=1.5467 bohr, zim=2.2725 bohr
jumps of V'' at 0, z1, zim: -3.7313, -21.1349, -0.8562 eV/bohr^2
g^2/2=11.5143 eV, q=0.2649, second-order shift=-0.1010 eV
two-wave edges: -3.0157, 3.0843 eV
Numerov edges: Eb=-3.11335 eV, Et=2.97997 eV, width=6.09332 eV
Mathieu edges: -3.11335, 2.97997 eV
midgap -0.0667 eV: L_B=0.93726 /bohr; with A1 reversed -0.93719 /bohr
N_0.. = -7.8137, -0.8158, -0.2124 eV
D_0.. = -3.6527, -0.4496, -0.1518 eV
(chi_R-chi_B)/pi = 0.0739 at Eb, 2.5634 at -0.1134 eV
n=1: E=-0.57371 eV (-0.021084 hartree); slab -0.57371 eV
  L=1.0846 /bohr, w=0.0265, defect=0.2175
  mu=-1.5107, density decay length=4.138 bohr, E-Eb=2.5396 eV, Et-E=3.5537 eV
n=2: E=-0.17685 eV (-0.006499 hartree); slab -0.17685 eV
  L=0.9672 /bohr, w=0.0047, defect=0.1928
  mu=-1.5137, density decay length=4.119 bohr, E-Eb=2.9365 eV, Et-E=3.1568 eV
== convergence, Fermi reference, resonance
Cu(111) n=0 on halving h from 0.1 bohr: 9.228e-06, 5.814e-07 eV
measured order = 3.988
rough work function 4.9 eV: n=0 at about -0.4 eV from E_F
Cu(100) rho maximum at -3.403 eV, 0.290 eV below Eb
rho = 0.4431 /eV there, 0.2195 /eV 1 eV lower
Gaussian window sigma=0.2 eV: integral 0.18553, slab sum 0.18554 (20 levels)
```
